Core spin-orbit setting and recursive stripping of silicon 2p spectra

**The decision**

A core-level calculation for an oxidised silicon surface can be run with or without spin-orbit coupling in the 2p shell. Without it, and with the small splitting by the surroundings neglected, each silicon atom contributes one 2p energy. The measured spectrum contains two lines per atom, 2p3/2 and 2p1/2. Before the two are compared, either the calculated spectrum must be given its second line, or the second line must be removed from the measurement. If neither is done, the 2p1/2 line of bulk silicon can be taken for an oxidation state.

The removal is a recursive subtraction. It is stable if it runs from low to high binding energy and if the spectrum just below the window is empty or known. Stable means here that a bounded change of the data changes the result by at most twice its maximum. It does not mean that noise disappears, nor that a wrong splitting or background does no harm.

**What the setting changes**

Let E be binding energy, so that more strongly bound electrons lie at larger E. To first order, spin-orbit coupling adds ζ l·s to the orbital energy, with

l·s = [j(j+1) − l(l+1) − s(s+1)]/2.

For l = 1 and s = 1/2 this is +1/2 for j = 3/2 and −1 for j = 1/2. The orbital energies move by +ζ/2 and −ζ, and the splitting is

Δ = ζ/2 + ζ = 3ζ/2.

A higher orbital energy means a lower binding energy. The 2p3/2 line therefore lies ζ/2 = Δ/3 below the binding energy calculated without coupling, and the 2p1/2 line lies 2Δ/3 above it. With Δ = 0.60 eV these distances are 0.20 and 0.40 eV. They matter for absolute binding energies. They cancel in chemical shifts relative to bulk silicon, provided Δ is the same for all atoms.

The two levels hold 2j+1 electrons, four and two. If the emission probability per electron is the same for both, the intensity ratio of 2p1/2 to 2p3/2 is r = 2/4 = 1/2. Let P(E) be the 2p3/2 spectrum summed over all chemical states. If both lines also have the same shape, and if r and Δ are common to all states, the measured spectrum is

S(E) = P(E) + r P(E−Δ).

The number of chemical states and their line shapes need not be known.

**The recursion and its uniqueness**

Solving for the first term gives the recursion

P(E) = S(E) − r P(E−Δ).

Each value needs P at a lower binding energy, so the calculation runs upward in E. On a kinetic-energy axis it runs from high to low kinetic energy.

Write T for the shift, (TP)(E) = P(E−Δ). Then P = S − rTP. Inserting this equation into its own last term gives

P = S − rT(S − rTP) = S − rTS + r²T²P.

After K − 1 insertions,

P = Σ (−r)^k T^k S + (−r)^K T^K P, with k = 0, …, K−1.

Let ‖P‖ be the largest value of |P|. A shift does not alter it, so the last term is at most r^K ‖P‖, which tends to zero because r < 1. Every bounded solution on the whole energy axis therefore equals the infinite series, and there is at most one.

The series is also a solution. Applying 1 + rT to its first K terms cancels neighbouring terms and leaves S − (−r)^K T^K S, which tends to S.

**Proof of stability**

Change the data by δS. The equation is linear, so

δP = Σ (−r)^k T^k δS, with k = 0, 1, 2, …

Taking the magnitude of each term gives

‖δP‖ ≤ (1 + r + r² + …) ‖δS‖ = ‖δS‖/(1−r) = 2‖δS‖.

The factor 2 cannot be lowered on an unlimited axis. If δS has magnitude ε and changes sign from one interval of length Δ to the next, all terms of the series add and δP has magnitude 2ε. In a window of K such intervals, here called strips, the sum ends after K terms and the largest gain is 2(1 − 2^(−K)). For the 19 strips of the example below this is 1.999996, in agreement with the value found by inverting the matrix of the problem.

For relative changes, the forward equation gives ‖S‖ ≤ (1+r)‖P‖. Together with the bound on δP,

‖δP‖/‖P‖ ≤ [(1+r)/(1−r)] ‖δS‖/‖S‖ = 3 ‖δS‖/‖S‖.

A Fourier component exp(iωE) shows which features are amplified. The forward equation multiplies it by 1 + r exp(−iωΔ), whose squared magnitude is

1 + r² + 2r cos(ωΔ).

This lies between (1−r)² and (1+r)². Slow variations are multiplied by 1/(1+r) = 2/3 in the inversion. Variations with period 2Δ, which is 1.2 eV here, are multiplied by 1/(1−r) = 2.

Two limits help to place the result. For Δ → 0 and continuous S, the series becomes S(1 − r + r² − …) = S/(1+r), so the recursion merely rescales the spectrum. The bound of 2 does not depend on Δ. For r → 1 the bound diverges. On an unlimited axis two equal lines cancel a component of period 2Δ, and no inversion can restore it. In a window of K strips with a known start the recursion still works at r = 1, but the largest gain is then K and grows with the window. A bound that does not depend on the length of the window rests on the unequal intensities.

**Where the window must start**

Suppose P is set to zero below the window although it is not zero there. Let Q be the computed spectrum and e = Q − P its error. In the first strip Q = S, hence e(E) = rP(E−Δ). In later strips Q and P obey the same recursion, and subtraction gives e(E) = −r e(E−Δ). In strip k, therefore,

e(E) = −(−r)^k P(E−kΔ).

The error changes sign and halves from strip to strip. It dies out, but it can do so in the middle of the chemical structure.

The opposite direction uses P(E−Δ) = [S(E) − P(E)]/r. Its error obeys

e(E−Δ) = −e(E)/r = −2e(E),

and doubles with each step. Exact arithmetic with exact starting values would still return P, but any small starting error grows without limit as the window is lengthened.

**Worked example: a thin oxide on silicon**

The spectrum is built from five lines, for bulk silicon and the oxidation states 1+ to 4+, at 0, 0.95, 1.80, 2.50 and 3.70 eV relative to the bulk 2p3/2 line. The window runs from −3 to 8 eV in channels of 0.05 eV, so one splitting of 0.60 eV is 12 channels. The raw maximum is scaled to 10000 counts. Widths and areas are listed in the numerical output.

At 0.95 eV, the position of the 1+ state, the raw spectrum has 1826.7 counts. The series needs the raw values one splitting apart:

E = 0.35 eV: 3251.6 counts
E = −0.25 eV: 3548.5 counts
E = −0.85 eV: 112.4 counts
E = −1.45 eV: 41.0 counts

The sum is

1826.7 − 3251.6/2 + 3548.5/4 − 112.4/8 + 41.0/16 = 1076.6 counts (evaluated with unrounded values).

The 2p3/2 intensity computed directly from the lines is 1076.1 counts. The difference of 0.5 counts is the remainder after five terms. About 751 of the raw counts, or 41%, thus belonged to 2p1/2. The remaining 1076 counts include the tails of neighbouring 2p3/2 lines and are not the height of the 1+ line alone.

The maxima show what this means for calculated shifts. The raw spectrum has maxima at 0, 0.60, 1.70, 2.55 and 3.85 eV. The one at 0.60 eV is the bulk 2p1/2 line, and there is none at 0.95 eV. After stripping, the maxima are at 0, 0.95, 1.85, 2.55 and 3.70 eV. In this spectrum, reading the 4+ shift from the raw maximum would give an error of three channels, or 0.15 eV to within one channel width. Stripping removes it to the same accuracy.

Two stripped maxima still lie one channel above their line centres. At the centre of a line its own slope is zero, so the slope of the overlapping lines displaces the maximum. Stripping does not separate overlapping chemical states.

With an empty start at −3 eV the largest error is about 4 counts, from the line tails below the window. If the window instead starts at −0.10 eV, inside the bulk peak, the largest errors in the first five strips are 3361, 1680, 840, 420 and 210 counts. The fifth strip contains the 3+ line. At its centre, 2.50 eV, the error is only about 13 counts, but on its flank at 2.85 eV it reaches the 210 counts, against a true intensity of about 955.

In the reverse direction, an error of at most 4.4 counts in the top strip grows to about 990000 counts. The lowest channels are reached after 18 doublings, a factor of 262144, so this value stems from a starting error of 3.8 counts.

**When the splitting is not a whole number of channels**

Let the channel width be h and Δ = (m+f)h, with m a whole number of at least 1 and 0 ≤ f < 1. The shifted value is then interpolated linearly:

Q(j) = S(j) − r[(1−f) Q(j−m) + f Q(j−m−1)].

The weights are non-negative and add to 1, so interpolation does not enlarge the maximum error. Linear interpolation of the smooth function P is wrong by at most τ = (h²/8) max|P″|. With M the largest error of Q and a correctly known start strip,

M ≤ rM + rτ, hence M ≤ rτ/(1−r) = τ for r = 1/2.

At h = 0.08 eV the splitting is 7.5 channels. The error in the example is 138 counts, or 1.4% of the stripped maximum of 9888 counts, against a bound of 275. With channels three times narrower the splitting is 22.5 channels, and the error falls to 15.5 counts. The error also depends on f, but f is 1/2 in both cases, so the reduction is close to the factor of nine expected from h².

**Wrong ratio or splitting**

Suppose the data follow r and Δ, while the recursion uses r′ and Δ′ with shift T′. Then (1 + r′T′)Q = (1 + rT)P. Subtracting (1 + r′T′)P from both sides gives

(1 + r′T′)(Q − P) = (r−r′)TP + r′(T−T′)P.

By the mean value theorem, (T−T′)P is at most |Δ−Δ′| max|P′|, where P′ is the slope of P. The stability bound then yields

‖Q−P‖ ≤ [|r−r′| max|P| + r′|Δ−Δ′| max|P′|]/(1−r′).

For data with r = 0.52 and Δ = 0.61 eV, stripped with 0.50 and 0.60 eV, the largest error is 316 counts and the bound is 739.

The two causes act differently at 0.95 eV. A ratio error of 0.02 alone contributes

0.02 [P(0.35) − P(−0.25)/2 + P(−0.85)/4 − …].

Here P(0.35) ≈ 1501 and P(−0.25) ≈ 3500 counts, so the first two terms nearly cancel and the error is −4.6 counts. This is a coincidence of position; elsewhere the same ratio error reaches 196 counts.

A splitting error of 0.01 eV alone involves slopes instead of heights. The points 0.35 and −0.25 eV lie on opposite flanks of the bulk line, where the slopes have opposite signs. With the alternating signs of the series their contributions add, and the error is +136 counts, or 13% of the intensity there.

**Background and noise**

Integrating the forward equation gives ∫S = (1+r)∫P, so stripping leaves 2/3 of the area. A loss background produced by the doublet itself causes no difficulty if the loss process is the same for both lines. It is then a convolution, which commutes with T, and the recursion returns P with its own losses. In the example a loss step of 180 counts is stripped correctly to within 0.1 count.

A flat background b from other electrons is not a doublet. With a correct start strip for P, it leaves in strip k

b[1 − r + r² − … + (−r)^(k−1)] = b[1 − (−r)^k]/(1+r).

This equals b, then b/2, then 3b/4, and settles at 2b/3. The ripple is an artefact, so such a background should be subtracted first.

Independent counting errors add in variance. When Δ is a whole number of channels,

var Q(E) = Σ r^(2k) S(E−kΔ),

because the variance of a count equals its expected value. At 0.95 eV the sum is 1826.7 + 3251.6/4 + 3548.5/16 + 112.4/64 + … ≈ 2863, so the standard deviation is 53.5 counts, compared with 42.7 in the raw data. Relative to the intensity, noise rises from 2.3% to 5.0%, mostly because the intensity itself has become smaller. For noise of uniform variance the variance grows by the factor 1/(1−r²) = 4/3.

The errors are also no longer independent. In Q(E) = S(E) − rQ(E−Δ), the count S(E) is independent of the second term. The covariance of Q(E) with Q(E−Δ) is therefore −r times the variance of Q(E−Δ). Simulated counts gave −0.51 for this factor and 54.3 counts for the standard deviation.

**How the model compares with a real surface**

The splitting of about 0.6 eV and shifts reaching nearly 4 eV are rough typical values for oxidised silicon. The areas depend on oxide thickness and emission angle, and the narrow bulk line presupposes a well-resolved measurement. Real spectra can break the assumption of two identical lines. Diffraction of the photoelectrons in the crystal or a photon energy near threshold can alter r, the two core holes can have different lifetimes, and a surrounding of low symmetry can split the j = 3/2 level but not j = 1/2. The last effect is not sized here. For the others, for a wrong splitting and for the background, the example gives these errors, each with everything else held fixed. The first number is the largest error relative to the stripped maximum, the second the error relative to the intensity at 0.95 eV:

Ratio 0.52: 2.0%, −0.4%
Splitting 0.61 eV: 1.9%, +13%
2p1/2 line broader by 0.02 eV (Lorentzian): 2.3%, +5%
Flat background of 200 counts: 2.0%, +12%

An analyser transmission proportional to inverse kinetic energy changes the ratio to 0.5 × 30/(30 − 0.60) = 0.510 at 30 eV. Relative to the 2p3/2 spectrum as weighted by the transmission, the largest error is then 1.0%. The transmission also raises the 4+ line by about 14% relative to the bulk line, since its electrons are slower by 3.7 eV. Stripping does not correct this, so intensities of different chemical states should be compared only after the spectrum has been divided by the transmission.

**Choosing the setting**

If the calculation omits core spin-orbit coupling and the aim is to read line positions, strip the measured spectrum and compare calculated shifts with the result. Start the window where the 2p intensity is negligible, subtract foreign background first, and choose a channel width that divides the splitting.

If the aim is a quantitative fit to noisy data, add the second line to the calculated spectrum instead, at distance Δ and with ratio r. The raw counts then keep their independent errors, and r, Δ and the widths can be varied in the fit.

If the calculation already includes the coupling and yields both lines, compare it with the raw spectrum, but check its splitting first, because it need not equal the measured one. For the free Si2+ and Si4+ ions, orbital energies give about 0.68 to 0.69 eV in Dirac-Hartree-Fock and about 0.81 to 0.82 eV when only the one-electron spin-orbit term is kept, against about 0.6 eV measured. Adding a further doublet would count the splitting twice, and stripping the data would remove a line that the calculation still contains. In the example, with the error sizes assumed there, a wrong splitting or background changes the intensity at 0.95 eV more than a wrong ratio does; at another energy the order can differ. For the position of the 1+ line the order is reversed. A ratio of 0.52 moves the stripped 1+ maximum from 0.95 to 0.90 eV and the 3+ maximum from 2.55 to 2.60 eV. A splitting of 0.61 eV leaves the 1+ maximum in its channel and moves the 2+ maximum from 1.85 to 1.90 eV, and the flat background moves none of them by a channel. Positions of weak lines read from a stripped spectrum are thus uncertain by about one channel unless r and Δ are known better than this.

Table of computed values

```
Splitting 0.60 eV, ratio 0.50, channel 0.05 eV
Window -3.0 to 8.0 eV, 221 channels, 12 channels per splitting
Lorentzian FWHM 0.08 eV; lines 0 to 4:
 Si0+ shift 0.00 eV, rel. area 1.00, Gaussian FWHM 0.36 eV
 Si1+ shift 0.95 eV, rel. area 0.12, Gaussian FWHM 0.45 eV
 Si2+ shift 1.80 eV, rel. area 0.10, Gaussian FWHM 0.55 eV
 Si3+ shift 2.50 eV, rel. area 0.14, Gaussian FWHM 0.65 eV
 Si4+ shift 3.70 eV, rel. area 0.60, Gaussian FWHM 1.15 eV
Raw maxima (eV): 0.00 0.60 1.70 2.55 3.85
Stripped maxima (eV): 0.00 0.95 1.85 2.55 3.70
E (eV): raw, stripped, direct 2p3/2 (counts)
 0.00: 10000.0, 9888.0, 9888.1
 0.60: 5426.9, 482.9, 482.8
 0.95: 1826.7, 1076.1, 1076.1
 1.80: 1092.9, 796.7, 796.7
 2.50: 1417.7, 1020.1, 1020.1
 3.70: 2720.6, 2131.8, 2131.8
Largest error, empty start strip: 4.05 counts
Stripped area / raw area: 0.66672
Series at 0.95 eV: k, E (eV), raw, partial sum (counts)
 0, 0.95, 1826.7, 1826.7
 1, 0.35, 3251.6, 200.9
 2, -0.25, 3548.5, 1088.1
 3, -0.85, 112.4, 1074.0
 4, -1.45, 41.0, 1076.6
Largest gain, maximum norm: 1.999996
Singular values: 0.5111 to 1.4958, condition 2.927
Variance gain, uniform noise: 1.33333
Window cut at -0.10 eV: strip, max error (counts)
 1, 3360.7
 2, 1680.3
 3, 840.2
 4, 420.1
 5, 210.0
Reverse recursion: top-strip error 4.39 counts, largest 9.87e+05 counts
Interpolation, channel 0.0800 eV: error 137.6, bound 275.1 counts
Interpolation, channel 0.0267 eV: error 15.5, bound 30.6 counts
Data with ratio 0.52 and splitting 0.61 eV: error 316.4, bound 738.8 counts
Own loss step, 0.02 per eV: height 179.6, stripping error 0.042 counts
Neglected effect: max error, error at 0.95 eV (counts)
 ratio 0.52: 195.7, -4.6
 splitting 0.61 eV: 185.9, +136.2
 transmission 1/Ekin at 30 eV (ratio 0.5102): 99.9, -2.3
 2p1/2 Lorentzian broader by 0.02 eV: 231.0, +51.6
 flat background 200 counts: 200.0, +134.4
Flat background settles to 133.33 counts
Noise at 0.95 eV: raw 42.7, stripped 53.5, simulated 54.3 counts
Noise covariance over variance, one splitting below: -0.508
```
